\section*{Hexagonal Warping of a Dirac Surface State and Its Concave Contours, part 1}

(Sections cited here and not found follow in the second part.)

\section{Symmetry, bands and pseudospin}

The surface of a topological insulator such as Bi$_2$Te$_3$ carries a pair of bands that touch at the centre $\bar\Gamma$ of the surface Brillouin zone. Close to the touching point, the Dirac point, contours of constant energy are nearly circles. Further away they are distorted into a sixfold shape, which reflects the threefold crystal surface together with time reversal. This problem finds the form of that distortion from symmetry, then the spin pattern that goes with it, and then the energy at which the contour stops being convex.

\textbf{Setting.} The surface has the point group $C_{3v}$: a threefold rotation about the surface normal $z$, and three vertical mirror planes. The crystal is non-magnetic, so time reversal $T$ is also a symmetry. The $x$ axis is normal to one mirror plane, which for Bi$_2$Te$_3$ is the direction $\bar\Gamma\bar K$. The wave vector is
\begin{equation}
\mathbf k=(k_x,k_y)=k(\cos\theta,\sin\theta),\qquad k_\pm=k_x\pm i k_y=k e^{\pm i\theta}.
\end{equation}
The algebra uses atomic units, so $\hbar=1$. Numbers are given in eV and angstrom. Energies are measured from the Dirac point.

At $\bar\Gamma$ the two states form a Kramers doublet, which is assumed to transform like the two states of a spin $1/2$. The Pauli matrices $\sigma_x,\sigma_y,\sigma_z$ act in this doublet and describe its pseudospin. Other states at $\bar\Gamma$ are assumed to lie at a finite distance in energy. Their influence can then be folded into a $2\times2$ matrix $H(\mathbf k)$ that has a power series in $k_x$ and $k_y$, written in a basis that transforms as the doublet does at $\bar\Gamma$.

\subsection*{(a) What does time reversal allow?}

\textit{Write down how each symmetry restricts $H(\mathbf k)$. Then show which powers of $k$ may multiply the unit matrix and which may multiply the Pauli matrices.}

\textbf{Solution.} A spatial symmetry that sends $\mathbf k$ to $R\mathbf k$ and acts on the doublet by the unitary matrix $U$ turns a state at $\mathbf k$ into a state of equal energy at $R\mathbf k$. Hence
\begin{equation}
U H(\mathbf k)U^\dagger=H(R\mathbf k). \label{eq:space}
\end{equation}
For a spin $1/2$, rotation by an angle $\varphi$ about $z$ is $e^{-i\varphi\sigma_z/2}$. With $\varphi=2\pi/3$,
\begin{equation}
U_3=e^{-i\pi\sigma_z/3}=\begin{pmatrix}e^{-i\pi/3}&0\\0&e^{i\pi/3}\end{pmatrix}.
\end{equation}
The mirror $x\to-x$ is an inversion followed by a rotation by $\pi$ about $x$. Inversion does not act on a spin, and the rotation is $e^{-i\pi\sigma_x/2}=-i\sigma_x$. The phase $-i$ cancels in Eq.~\eqref{eq:space}, so one may take $U_M=\sigma_x$.

Time reversal is $T=i\sigma_yK$, where $K$ is complex conjugation, and it reverses $\mathbf k$. Since $(i\sigma_y)^{-1}=-i\sigma_y$, the condition $TH(\mathbf k)T^{-1}=H(-\mathbf k)$ reads
\begin{equation}
\sigma_yH(\mathbf k)^*\sigma_y=H(-\mathbf k). \label{eq:T}
\end{equation}

Any Hermitian $2\times2$ matrix can be written with four real functions,
\begin{equation}
H=h_0+h_x\sigma_x+h_y\sigma_y+h_z\sigma_z .
\end{equation}
The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$. The matrix $\sigma_y$ is imaginary and commutes with itself. In all three cases $\sigma_y\sigma_j^*\sigma_y=-\sigma_j$. Equation~\eqref{eq:T} therefore gives
\begin{equation}
h_0(-\mathbf k)=h_0(\mathbf k),\qquad h_j(-\mathbf k)=-h_j(\mathbf k).
\end{equation}
Even powers of $k$ go with the unit matrix and odd powers with the Pauli matrices. In particular, a constant term $\sigma_z$, which would open a gap at the Dirac point, is forbidden as long as $T$ holds.

\subsection*{(b) What does the threefold axis allow?}

\textit{Find all terms through third order in $k$ that are compatible with the threefold rotation and with time reversal.}

\textbf{Solution.} Combine the in-plane functions into $h_\pm=h_x\pm ih_y$ and the matrices into $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$. Then $\sigma_++\sigma_-=\sigma_x$ and $\sigma_+-\sigma_-=i\sigma_y$, so
\begin{equation}
h_-\sigma_++h_+\sigma_-=h_x(\sigma_++\sigma_-)-ih_y(\sigma_+-\sigma_-)=h_x\sigma_x+h_y\sigma_y .
\end{equation}
The matrix $\sigma_-$ has a single entry, in the lower left corner. Conjugation by $U_3$ multiplies that entry by $e^{i\pi/3}(e^{-i\pi/3})^*=e^{2\pi i/3}$. The matrix $\sigma_z$ is diagonal and does not change. Comparing coefficients in Eq.~\eqref{eq:space},
\begin{equation}
h_+(R\mathbf k)=e^{2\pi i/3}h_+(\mathbf k),\qquad h_z(R\mathbf k)=h_z(\mathbf k),\qquad h_0(R\mathbf k)=h_0(\mathbf k). \label{eq:c3}
\end{equation}
The in-plane part rotates like a vector, and the other two parts are invariant.

The rotation multiplies $k_+$ by $e^{2\pi i/3}$ and $k_-$ by the inverse phase. A monomial $k_+^pk_-^q$ thus gains $e^{2\pi i(p-q)/3}$. It may appear in $h_+$ if $p-q$ equals 1 up to a multiple of 3, and in $h_z$ or $h_0$ if $p-q$ is a multiple of 3. Order by order, with the restriction from part (a):
\begin{itemize}
\item Order 0: a constant in $h_0$. It is removed by measuring energy from the Dirac point.
\item Order 1: $p-q=\pm1$. The value $+1$ allows $k_+$ in $h_+$. Nothing is allowed in $h_z$.
\item Order 2: $p-q=0,\pm2$. The value 0 allows $k_+k_-=k^2$ in $h_0$.
\item Order 3: $p-q=\pm1,\pm3$. The value $+1$ allows $k_+^2k_-=k^2k_+$ in $h_+$. The values $\pm3$ allow $k_+^3$ and $k_-^3$ in $h_z$.
\end{itemize}
With complex constants $A,B,C$ and a real constant $c$,
\begin{equation}
h_0=ck^2,\qquad h_+=(A+Bk^2)k_+,\qquad h_z=Ck_+^3+C^*k_-^3. \label{eq:abc}
\end{equation}
The two coefficients in $h_z$ are conjugates because $h_z$ is real.

The result depends on the type of doublet. If its two states had angular momentum $\pm3/2$ about $z$, the threefold rotation would multiply both by $e^{\mp i\pi}=-1$. All of $h_x,h_y,h_z$ would then have to be invariant, the linear terms would drop out, and there would be no Dirac cone.

\subsection*{(c) What does the mirror fix?}

\textit{Use the mirror plane to determine the phases of $A$, $B$ and $C$, and write out the Hamiltonian. What would change if the axis were sixfold?}

\textbf{Solution.} The mirror sends $k_x$ to $-k_x$, so $k_+\to-k_x+ik_y=-k_-$ and likewise $k_-\to-k_+$. Conjugation by $\sigma_x$ keeps $\sigma_x$ and reverses $\sigma_y$ and $\sigma_z$. Equation~\eqref{eq:space} then requires
\begin{equation}
h_+(M\mathbf k)=h_+(\mathbf k)^*,\qquad h_z(M\mathbf k)=-h_z(\mathbf k). \label{eq:mirror}
\end{equation}
For the linear term the first condition reads $-Ak_-=A^*k_-$. So $A^*=-A$, and $A=iv$ with $v$ real. The factor $k^2$ is unchanged by the mirror, so $B$ is imaginary as well, and we write $B=iv\alpha$. Taking real and imaginary parts of $h_+=iv(1+\alpha k^2)(k_x+ik_y)$ gives
\begin{equation}
h_x=-v(1+\alpha k^2)k_y,\qquad h_y=v(1+\alpha k^2)k_x .
\end{equation}

For $h_z$ the second condition reads
\begin{equation}
C(-k_-)^3+C^*(-k_+)^3=-Ck_+^3-C^*k_-^3 .
\end{equation}
The left side is $-Ck_-^3-C^*k_+^3$. Equality for all $\mathbf k$ requires $C=C^*$. Setting $C=\lambda/2$,
\begin{equation}
h_z=\frac{\lambda}{2}\left(k_+^3+k_-^3\right)=\lambda k^3\cos3\theta=\lambda\left(k_x^3-3k_xk_y^2\right).
\end{equation}
The other real cubic, $k^3\sin3\theta$, is even under this mirror and is excluded. Altogether, through third order,
\begin{equation}
H=ck^2+v(1+\alpha k^2)(k_x\sigma_y-k_y\sigma_x)+\lambda k^3\cos3\theta\,\sigma_z . \label{eq:H}
\end{equation}
The last term is Fu's hexagonal warping term. Symmetry permits it but says nothing about the size of $\lambda$, which depends on the material and, as part (h) shows, also on the choice of basis away from $\bar\Gamma$.

The sign of $\lambda$ is a matter of axes. Turning the $x$ and $y$ axes by $180^\circ$ reverses $k_x,k_y,\sigma_x,\sigma_y$. The linear term keeps its form, while $k^3\cos3\theta$ changes sign. We choose the direction of $x$ so that $\lambda>0$. We also take $v>0$; a negative $v$ would reverse the in-plane pseudospin and leave the energies of Eq.~\eqref{eq:H} unchanged.

Under a sixfold rotation $k_\pm^3$ gains $e^{\pm i\pi}=-1$, while $\sigma_z$ is unchanged, so $\lambda$ must vanish. The term itself is not a basis-independent mark of a threefold surface, because a change of basis can remove it there too, as part (h) shows. The measurable spin along $z$ is such a mark. On a sixfold surface, a rotation by $180^\circ$ followed by $T$ returns $\mathbf k$ to itself and reverses this spin component, so it vanishes in every non-degenerate state. A threefold surface allows it. The shape of the contours does not tell the two surfaces apart: the fifth-order in-plane term of part (h) is allowed on a sixfold surface too, and it also gives a hexagonal distortion. A numerical solution of the symmetry conditions for general polynomials agrees with this count. For $C_{3v}$ it finds 1, 1, 1, 2, 1 and 3 independent terms at orders 0 to 5, and for $C_{6v}$ a single term at order 3.

\subsection*{(d) Energies and out-of-plane pseudospin}

\textit{Set $c=\alpha=0$. Find the two bands and the pseudospin of the upper one. Where on a contour of constant energy does the pseudospin tilt most out of the plane, and where does it stay in the plane?}

\textbf{Solution.} Now $H=\mathbf h\cdot\boldsymbol\sigma$ with $\mathbf h=(-vk\sin\theta,\,vk\cos\theta,\,\lambda k^3\cos3\theta)$. Different Pauli matrices anticommute and each squares to one, so $H^2=|\mathbf h|^2$. Since $H$ has zero trace, its eigenvalues are $\pm S$ with
\begin{equation}
S=|\mathbf h|=\sqrt{v^2k^2+\lambda^2k^6\cos^23\theta}. \label{eq:S}
\end{equation}
The projector on the upper band is $P=(1+\mathbf h\cdot\boldsymbol\sigma/S)/2$. The expectation value of $\sigma_j$ is the trace of $P\sigma_j$. Since $\mathrm{Tr}\,\sigma_j=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, this trace is $h_j/S$:
\begin{equation}
\langle\boldsymbol\sigma\rangle=\frac{1}{S}\left(-vk\sin\theta,\;vk\cos\theta,\;\lambda k^3\cos3\theta\right). \label{eq:spin}
\end{equation}
The in-plane part is perpendicular to $\mathbf k$ in this model. Near the Dirac point $S\approx vk$, and the out-of-plane part starts as $(\lambda/v)k^2\cos3\theta$. It changes sign every $60^\circ$ and is opposite at $\mathbf k$ and $-\mathbf k$, as time reversal demands, so it cancels on average over a contour.

It vanishes at $\theta=30^\circ,90^\circ,150^\circ$ and so on, which are the mirror lines ($\bar\Gamma\bar M$ in Bi$_2$Te$_3$). This holds beyond third order. On the line $k_x=0$ the mirror maps $\mathbf k$ to itself, and Eq.~\eqref{eq:mirror} then gives $h_z=-h_z=0$.

On a contour $S=E$ with $E>0$, the in-plane part of Eq.~\eqref{eq:spin} has length $vk/E$. The total length is one, so
\begin{equation}
|\langle\sigma_z\rangle|=\sqrt{1-\frac{v^2k^2}{E^2}} . \label{eq:tilt}
\end{equation}
The tilt is largest where the contour is closest to the origin. By Eq.~\eqref{eq:S} the energy grows with $k$ and with $\cos^23\theta$. At fixed energy the radius is therefore smallest where $\cos^23\theta=1$, at $\theta=0,60^\circ,\dots$, and largest on the mirror lines. The short radii are the edge midpoints of the emerging hexagon, and the long radii are its vertices.

The measurable spin $\mathbf s$ is related to $\boldsymbol\sigma$ by symmetry. Within the doublet at $\bar\Gamma$ it is odd under $T$, so it is a combination of Pauli matrices without the unit matrix. The threefold axis allows $s_z\propto\sigma_z$ and $s_x+is_y\propto\sigma_+$, and the mirror makes the second factor real. To leading order in $k$ the in-plane real spin thus follows the in-plane part of Eq.~\eqref{eq:spin}, up to a constant factor. The $z$ part needs more care. It is itself of order $k^2$, and away from $\bar\Gamma$ the operator $s_z$ can have corrections of that order. Time reversal and the threefold axis allow a term $g_x\sigma_x+g_y\sigma_y$ with $g_x+ig_y\propto k_-^2$. The mirror, under which $s_z$ is odd, makes the coefficient imaginary, so $g_x+ig_y=id\,k_-^2$ with $d$ real. Near the Dirac point $\langle\sigma_x-i\sigma_y\rangle\approx-ie^{-i\theta}$, and this term contributes $\mathrm{Re}(d\,k^2e^{-3i\theta})=d\,k^2\cos3\theta$. The real $s_z$ therefore also starts as $k^2\cos3\theta$, but its size is not just a constant factor times $\langle\sigma_z\rangle$. Strong spin-orbit coupling mixes spin and orbital motion and reduces the factors between $\mathbf s$ and $\boldsymbol\sigma$ at $\bar\Gamma$. The present model supplies neither these factors nor $d$.

\section{The shape of the contour}

The second half uses the following results. The doublet Hamiltonian is Eq.~\eqref{eq:H}, with velocity $v>0$, warping strength $\lambda>0$, and two further constants $c$ and $\alpha$ that are zero until part (h). The angle $\theta$ is measured from the normal of a mirror plane. The upper band is $E=S$ with $S^2=v^2k^2+\lambda^2k^6\cos^23\theta$. Its out-of-plane pseudospin is $\langle\sigma_z\rangle=\lambda k^3\cos3\theta/S$. The contour has its shortest radii (edges) at $\theta=0,60^\circ,\dots$ and its longest (vertices) halfway between them.

Symmetry has fixed the form of the Hamiltonian through third order, and with $c=\alpha=0$ this has given the bands, the pseudospin pattern and the positions of the contour's edges and vertices. It remains to find the energy at which the contour stops being convex, and to see how far the omitted terms change that estimate and what it means for Bi$_2$Te$_3$.
